# Density cutoff for Gaussian augmentation functions in ultrasoft pseudopotentials

## The problem

With ultrasoft pseudopotentials the electron density has two parts: the squares of the smooth wavefunctions, and augmentation functions centred on the atoms that restore the charge missing from those squares. On a plane-wave grid both parts are represented by Fourier components up to a density cutoff. Consider one angular component of an augmentation function, modelled by a Gaussian-type radial function:

$$\rho(\mathbf r)=A\,r^L e^{-ar^2}\,Y_{LM}(\hat{\mathbf r}),\qquad a>0 .$$

Here $\rho$ is a number density, $Y_{LM}$ is a real spherical harmonic normalized to one on the unit sphere, and $A$ is a real amplitude with dimension length$^{-(L+3)}$. The function extends over all space. The Fourier convention is

$$Q^L(\mathbf G)=\int e^{-i\mathbf G\cdot\mathbf r}\rho(\mathbf r)\,d^3r .$$

Gaussian units are used, so two electrons at distance $r$ repel with energy $e^2/r$.

1. Find $Q^L(\mathbf G)$ in closed form.
2. Find the Hartree self-energy $E_L$ of $\rho$, isolated in space.
3. Only components with $|\mathbf G|\le G_c$ are kept. Find the fraction of $E_L$ that is lost, and the condition on the density cutoff $E_c=\hbar^2G_c^2/2m$ for this fraction to be $10^{-5}$.
4. Evaluate the cutoff for $a=4\,a_0^{-2}$ and $L=0,\dots,4$, where $a_0$ is the bohr. The wavefunction cutoff is $E_w=15$ hartree. Is a density cutoff of $4E_w$ sufficient?

## Hints

**Hint 1.** Expand the plane wave in spherical harmonics. One radial integral with a spherical Bessel function $j_L$ remains. Insert the power series of $j_L$ and integrate term by term.

**Hint 2.** In reciprocal space the Coulomb interaction is diagonal. The factor $1/G^2$ cancels the $G^2$ of the volume element.

**Hint 3.** Substitute $t=G^2/2a$. The full energy gives a Gamma function, the lost part an incomplete one. Integration by parts lowers its order to $\tfrac12$, where it is an error function.

**Hint 4.** The lost fraction depends on $a$ and $G_c$ through one dimensionless number, so one equation per $L$ has to be solved.

## Solution

### 1. The Fourier transform

For real harmonics the plane-wave expansion reads

$$e^{-i\mathbf G\cdot\mathbf r}=4\pi\sum_{lm}(-i)^l j_l(Gr)\,Y_{lm}(\hat{\mathbf G})\,Y_{lm}(\hat{\mathbf r}).$$

Multiplying by $\rho$ and integrating over the directions of $\mathbf r$ leaves the term $l=L$, $m=M$, because the harmonics are orthonormal. Hence

$$Q^L(\mathbf G)=4\pi(-i)^L A\,Y_{LM}(\hat{\mathbf G})\,q_L(G),\qquad q_L(G)=\int_0^\infty r^{L+2}j_L(Gr)\,e^{-ar^2}dr .$$

The power $r^{L+2}$ combines $r^L$ from the density with $r^2$ from the volume element. The Bessel function has the series

$$j_L(z)=z^L\sum_{k=0}^\infty\frac{(-1)^k z^{2k}}{2^k\,k!\,(2L+2k+1)!!}.$$

Each term needs a Gaussian moment. Start from $\int_0^\infty e^{-ar^2}dr=\tfrac12\sqrt{\pi}\,a^{-1/2}$ and apply $-d/da$ a total of $n$ times. On the left each application brings down a factor $r^2$. On the right the factors $\tfrac12,\tfrac32,\dots,\tfrac{2n-1}{2}$ appear, so

$$\int_0^\infty r^{2n}e^{-ar^2}dr=\frac{(2n-1)!!\,\sqrt\pi}{2^{n+1}a^{n+1/2}} .$$

The $k$-th term of the series contains $r^{L+2}\,r^{L+2k}=r^{2(L+k+1)}$. With $n=L+k+1$ the moment is

$$\frac{(2L+2k+1)!!\,\sqrt\pi}{2^{L+k+2}\,a^{L+k+3/2}} .$$

Its double factorial cancels the one in the Bessel series:

$$q_L(G)=\frac{\sqrt\pi\,G^L}{2^{L+2}a^{L+3/2}}\sum_{k=0}^\infty\frac{1}{k!}\left(-\frac{G^2}{4a}\right)^k .$$

The 4 in the bracket is the product of one factor 2 from the Bessel series and one from the moment. Term-by-term integration is allowed because the same sum with absolute values converges, to $e^{+G^2/4a}$. The sum is an exponential, and

$$\boxed{Q^L(\mathbf G)=4\pi(-i)^L A\,Y_{LM}(\hat{\mathbf G})\,\frac{\sqrt\pi\,G^L}{2^{L+2}a^{L+3/2}}\,e^{-G^2/4a}}$$

With the opposite sign in the Fourier exponent, $(-i)^L$ becomes $i^L$.

For small $G$ the transform behaves as $G^L$. It vanishes at $G=0$ unless $L=0$, as it must, since only the $L=0$ component carries net charge. For $L>0$ the maximum of $q_L$ follows from $d\ln q_L/dG=L/G-G/2a=0$, that is, $G^2=2aL$. A higher $L$ moves the weight to larger $G$ even though $a$ is unchanged.

### 2. The self-energy

The Hartree self-energy is

$$E_L=\frac{e^2}{2}\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .$$

Insert

$$\frac{1}{|\mathbf r-\mathbf r'|}=\int\frac{d^3G}{(2\pi)^3}\,\frac{4\pi}{G^2}\,e^{i\mathbf G\cdot(\mathbf r-\mathbf r')} .$$

The integral over $\mathbf r'$ gives $Q^L(\mathbf G)$. The integral over $\mathbf r$ gives its complex conjugate, because $\rho$ is real. Therefore

$$E_L=\frac{e^2}{2}\int\frac{d^3G}{(2\pi)^3}\,\frac{4\pi}{G^2}\,|Q^L(\mathbf G)|^2 .$$

Now $|Q^L|^2=16\pi^2A^2Y_{LM}^2q_L^2$ and $d^3G=G^2\,dG\,d\Omega$. The factors $G^2$ cancel and the integral of $Y_{LM}^2$ over angles is one. The constants combine to

$$\frac12\cdot\frac{1}{8\pi^3}\cdot4\pi\cdot16\pi^2=4 ,$$

so that

$$E_L=4e^2A^2\int_0^\infty q_L^2\,dG,\qquad q_L^2=\frac{\pi\,G^{2L}e^{-G^2/2a}}{2^{2L+4}a^{2L+3}} .$$

Set $t=G^2/2a$. Then $G=(2a)^{1/2}t^{1/2}$ and $dG=\tfrac12(2a)^{1/2}t^{-1/2}dt$, hence

$$G^{2L}\,dG=\tfrac12(2a)^{L+1/2}\,t^{L-1/2}\,dt .$$

The integral of $t^{L-1/2}e^{-t}$ from zero to infinity is $\Gamma(L+\tfrac12)$. The prefactor is

$$4\cdot\frac{\pi}{2^{2L+4}a^{2L+3}}\cdot\frac12(2a)^{L+1/2}=\frac{\pi}{(2a)^{2L+3}}(2a)^{L+1/2}=\frac{\pi}{(2a)^{L+5/2}} ,$$

and the self-energy becomes

$$\boxed{E_L=\frac{\pi e^2A^2\,\Gamma(L+\frac12)}{(2a)^{L+5/2}}}$$

For $L=0$ this can be written with the number of electrons $N=Q^0(0)$. Since $Y_{00}=1/\sqrt{4\pi}$, the transform gives $N^2=\pi^2A^2/4a^3$, and $E_0=N^2e^2\sqrt{a/2\pi}$. At fixed charge the self-energy grows as the inverse width $\sqrt a$, as electrostatics requires.

### 3. The lost fraction and the cutoff

A cutoff at $G_c$ removes the part of the $t$ integral above

$$x=\frac{G_c^2}{2a} .$$

The constant prefactors are common to the lost part and the total, so the lost fraction is

$$\eta_L(x)=\frac{\Gamma(L+\frac12,x)}{\Gamma(L+\frac12)},\qquad \Gamma(s,x)=\int_x^\infty t^{s-1}e^{-t}dt .$$

The amplitude $A$ has dropped out. Because the integrand is positive, the truncated energy approaches its limit from below, and $\eta_L$ falls steadily from 1 at $x=0$ to 0 at large $x$. The equation $\eta_L(x_L)=10^{-5}$ therefore has one solution for each $L$.

To evaluate $\eta_L$, integrate by parts:

$$\Gamma(s+1,x)=\int_x^\infty t^s e^{-t}dt=x^se^{-x}+s\,\Gamma(s,x) .$$

Divide by $\Gamma(s+1)=s\,\Gamma(s)$ and set $s=L-\tfrac12$:

$$\eta_L(x)=\eta_{L-1}(x)+\frac{x^{L-1/2}e^{-x}}{\Gamma(L+\frac12)} .$$

The recursion starts at $L=0$. With $t=u^2$ and $\Gamma(\tfrac12)=\sqrt\pi$,

$$\eta_0(x)=\frac{2}{\sqrt\pi}\int_{\sqrt x}^\infty e^{-u^2}du=\operatorname{erfc}\sqrt x .$$

Repeated use of the recursion gives

$$\eta_L(x)=\operatorname{erfc}\sqrt x+e^{-x}\sum_{k=1}^{L}\frac{x^{k-1/2}}{\Gamma(k+\frac12)} .$$

From $G_c^2=2ax$ the density cutoff is

$$\boxed{E_c=\frac{\hbar^2a}{m}\,x_L,\qquad \eta_L(x_L)=10^{-5}}$$

There is thus no single cutoff for all Gaussian augmentation functions. It is proportional to $a$: halving the width $1/\sqrt a$ quadruples it. It also rises with $L$, because each step in $L$ adds a positive term to $\eta_L$ and a larger $x$ is needed to compensate.

### 4. Numbers

Since $\hbar^2/m=1$ hartree $a_0^2$, the cutoff in hartree is $4x_L$ for $a=4\,a_0^{-2}$. Take $L=2$ in detail. A bracketing root search gives $x_2=15.4281$. With $\Gamma(\tfrac32)=\sqrt\pi/2$ and $\Gamma(\tfrac52)=3\sqrt\pi/4$, the three terms are

- $\operatorname{erfc}\sqrt{x_2}=2.779\times10^{-8}$,
- $e^{-x_2}x_2^{1/2}/\Gamma(\tfrac32)=8.836\times10^{-7}$,
- $e^{-x_2}x_2^{3/2}/\Gamma(\tfrac52)=9.089\times10^{-6}$.

Their sum is $1.000\times10^{-5}$. The highest power of $x$ supplies about nine tenths of it, so the $L=0$ criterion would badly underestimate the loss. The cutoff is $E_c=4\times15.428=61.7$ hartree, with $G_c=\sqrt{8\times15.428}=11.11\,a_0^{-1}$.

The last column below is the fraction lost at $4E_w=60$ hartree, where $x=60/4=15$.

| $L$ | $x_L$ | $E_c$ (hartree) | $E_c$ (eV) | lost at $4E_w$ |
|---|---|---|---|---|
| 0 | 9.756 | 39.0 | 1062 | $4.3\times10^{-8}$ |
| 1 | 12.951 | 51.8 | 1410 | $1.4\times10^{-6}$ |
| 2 | 15.428 | 61.7 | 1679 | $1.5\times10^{-5}$ |
| 3 | 17.629 | 70.5 | 1919 | $9.5\times10^{-5}$ |
| 4 | 19.670 | 78.7 | 2141 | $4.4\times10^{-4}$ |

The value $4E_w$ comes from the smooth density. A product of two wavefunctions with wavevectors up to $G_w$ contains wavevectors up to $2G_w$, and the kinetic energy is quadratic in the wavevector. A density cutoff of $4E_w$ therefore holds every component of the smooth density. The augmentation function is not such a product, and its extent in $G$ is set by $a$ and $L$. Here $4E_w$ suffices for $L=0$ and $1$, narrowly fails for $L=2$, and misses the target by a factor of about 44 for $L=4$. That component needs $78.7/15\approx5.2$ times the wavefunction cutoff.

The criterion concerns the energy, and the density itself is less well converged. Using the maximum at $G^2=2aL$, the amplitude at the cutoff relative to its largest value is, for $L>0$,

$$\frac{q_L(G_c)}{\max q_L}=\left(\frac{x_L}{L}\right)^{L/2}e^{-(x_L-L)/2},$$

and $e^{-x_0/2}$ for $L=0$. It lies between 0.0076 for $L=0$ and 0.0096 for $L=4$. The first omitted components are thus nearly one per cent of the largest one. They enter the self-energy squared, which gives $6\times10^{-5}$ to $9\times10^{-5}$. The remaining factor arises because the tail is narrow compared with the peak. For $L=0$, $q_0^2$ falls by a factor $e$ within $\Delta G\approx a/G_c=0.45\,a_0^{-1}$ beyond the cutoff, while $\int_0^\infty e^{-G^2/2a}dG=\sqrt{\pi a/2}=2.5\,a_0^{-1}$, so the lost fraction is about $5.8\times10^{-5}\times0.45/2.5\approx10^{-5}$. A quantity linear in $\rho$ needs its own convergence check.

The values of $x_L$ belong to the Gaussian form. An augmentation function cut off at a finite radius, or smoothed inside some inner radius, has a different transform. The route of part 2 still applies, but $q_L$ must then be computed for that function.

The transform, the self-energy and the lost fraction were checked numerically against direct integrations, including a real-space evaluation of the Coulomb energy.

## Variation 1: several angular momenta on one atom

*The density is a sum of components $L=0,\dots,4$ on the same centre, with the same $a$ and amplitudes $A_L$. Which cutoff guarantees a relative error of at most $10^{-5}$ in the total self-energy?*

The energy contains $|\sum_LQ^L(\mathbf G)|^2$. The cutoff is a sphere, so at each $G$ the integral over all directions is complete, and products of different harmonics integrate to zero. The energies add, both with and without the cutoff. The total lost fraction is the energy-weighted mean

$$\eta=\frac{\sum_LE_L\,\eta_L(x)}{\sum_LE_L} .$$

A mean cannot exceed its largest member, which is the $\eta_L$ of the highest $L$. The cutoff for $L=4$, 78.7 hartree, is therefore sufficient for any amplitudes. It need not be necessary. For $A_L=a^{L/2}a_0^{-3}$ the loss at this cutoff is $2.2\times10^{-6}$, because the lower components contribute to the total energy but hardly to the loss.

The argument needs a common centre and at most one radial function for each pair $L,M$. Two different radial functions with the same $L$ and $M$ have a cross term that in general does not vanish.

## Variation 2: a periodic cell

*The same density sits in a cubic cell of edge $12\,a_0$ and is repeated periodically. The $\mathbf G=0$ term is dropped. How does the cutoff change?*

In a cell of volume $\Omega$ the Fourier coefficients of the density are $Q^L(\mathbf G)/\Omega$, and the energy per cell is

$$E_{\rm cell}=\frac{e^2}{2}\,\Omega\sum_{\mathbf G\ne0}\frac{4\pi}{G^2}\left|\frac{Q^L(\mathbf G)}{\Omega}\right|^2=\frac{2\pi e^2}{\Omega}\sum_{\mathbf G\ne0}\frac{|Q^L(\mathbf G)|^2}{G^2} .$$

For $L\ge2$ a cubic lattice distinguishes between values of $M$; for $L=1$ the three components along the cube axes are equivalent. Averaging the energy over $M$ replaces $Y_{LM}^2$ by $1/4\pi$, and with $|Q^L|^2\to4\pi A^2q_L^2$

$$\bar E_{\rm cell}=\frac{8\pi^2e^2A^2}{\Omega}\sum_{\mathbf G\ne0}\frac{q_L^2(G)}{G^2} .$$

For $L=0$ and $A=1\,a_0^{-3}$ the energy falls from 0.03076 hartree for the isolated density to 0.02622 hartree. Dropping $\mathbf G=0$ amounts to adding a uniform neutralizing background, and the difference is the interaction of the charge with its images and with this background, plus the energy of the background with itself. At the isolated cutoff of 39.0 hartree the lost fraction is now $1.2\times10^{-5}$. Most of the increase comes from the smaller total: an unchanged tail would give $10^{-5}\times0.03076/0.02622=1.17\times10^{-5}$. The small remainder comes from replacing the integral over the tail by a sum over discrete shells. The target is met at 39.8 hartree.

For $L\ge1$ the averaged summand $q_L^2/G^2\propto G^{2L-2}e^{-G^2/2a}$ is a smooth function of $\mathbf G$, and its Fourier transform is a polynomial times $e^{-aR^2/2}$. By Poisson summation, the sum over all $\mathbf G$, including $\mathbf G=0$, equals the integral that gives $E_L$ plus this transform at the lattice vectors $\mathbf R\ne0$, which for $R=12\,a_0$ is $e^{-288}\approx10^{-125}$ times a polynomial factor, below $10^{-118}$ of $E_L$ per image for $L\le4$. The averaged cell energy therefore differs from $E_L$ only by the omitted $\mathbf G=0$ term. For $L=1$ the total changes by about 0.1 per cent. Here $q_1^2/G^2$ tends to the finite value $\pi/64a^5$ as $G\to0$, and the omitted term is

$$\frac{8\pi^2}{12^3}\cdot\frac{\pi}{64\cdot4^5}=2.19\times10^{-6}\ \text{hartree}$$

for $A=1\,a_0^{-4}$. This accounts for the computed drop from $1.92256\times10^{-3}$ to $1.92037\times10^{-3}$ hartree. For $L\ge2$ the ratio $q_L^2/G^2$ vanishes at $G=0$, so nothing is omitted there, and the computed $M$-averaged cell energies agree with the isolated ones to all printed digits. For $L\ge2$ a single $M$ in general still interacts with its images through its multipole moment, and these shifts sum to zero over $M$. For $L=2$, with the harmonics aligned to the cube axes, the relative shifts are $-2.9\times10^{-5}$ for three components and $+4.4\times10^{-5}$ for the other two. For $L=1$ each component equals the average. The cutoffs obtained from the $M$-averaged energies for $L=1$ to $4$ move by at most about 0.13 hartree, which is comparable with the spacing $\tfrac12(2\pi/12)^2\approx0.14$ hartree of the possible shell energies. For a single $M$ the shells just beyond the cutoff are weighted by direction, and the shift can be larger: with the harmonics aligned to the cube axes it reaches about $+0.4$ hartree for $L=4$, $M=0$.

## Values computed for the example and the checks

```
Gaussian exponent a = 4.0 a0^-2
wavefunction cutoff = 15.0 hartree
four times that cutoff = 60.0 hartree
cubic cell edge = 12.0 a0
allowed lost fraction = 1e-05
L=0: x_L = 9.7557, Gc = 8.834 a0^-1
  cutoff = 39.02 hartree = 1062 eV
  isolated self-energy = 3.076096e-02 hartree
  q_L(Gc)/max q_L = 0.00761
  lost at 4 x wave cutoff = 4.320e-08
  cell self-energy = 2.622070e-02 hartree
  cell lost fraction at isolated cutoff = 1.215e-05
  cutoff from cell sum = 39.75 hartree
L=1: x_L = 12.9509, Gc = 10.179 a0^-1
  cutoff = 51.80 hartree = 1410 eV
  isolated self-energy = 1.922560e-03 hartree
  q_L(Gc)/max q_L = 0.00914
  lost at 4 x wave cutoff = 1.380e-06
  cell self-energy = 1.920369e-03 hartree
  cell lost fraction at isolated cutoff = 9.849e-06
  cutoff from cell sum = 51.68 hartree
L=2: x_L = 15.4281, Gc = 11.110 a0^-1
  cutoff = 61.71 hartree = 1679 eV
  isolated self-energy = 3.604800e-04 hartree
  q_L(Gc)/max q_L = 0.00936
  lost at 4 x wave cutoff = 1.475e-05
  cell self-energy = 3.604800e-04 hartree
  cell lost fraction at isolated cutoff = 9.822e-06
  cutoff from cell sum = 61.69 hartree
L=3: x_L = 17.6293, Gc = 11.876 a0^-1
  cutoff = 70.52 hartree = 1919 eV
  isolated self-energy = 1.126500e-04 hartree
  q_L(Gc)/max q_L = 0.00948
  lost at 4 x wave cutoff = 9.496e-05
  cell self-energy = 1.126500e-04 hartree
  cell lost fraction at isolated cutoff = 9.967e-06
  cutoff from cell sum = 70.46 hartree
L=4: x_L = 19.6703, Gc = 12.544 a0^-1
  cutoff = 78.68 hartree = 2141 eV
  isolated self-energy = 4.928437e-05 hartree
  q_L(Gc)/max q_L = 0.00957
  lost at 4 x wave cutoff = 4.387e-04
  cell self-energy = 4.928437e-05 hartree
  cell lost fraction at isolated cutoff = 1.006e-05
  cutoff from cell sum = 78.68 hartree
L=2 lost fraction, term k=0: 2.7787e-08
L=2 lost fraction, term k=1: 8.8364e-07
L=2 lost fraction, term k=2: 9.0886e-06
mixed L=0..4 lost fraction at L=4 cutoff = 2.180e-06
```
